When and why ungated indium arsenide surfaces accumulate electrons

**The form of the answer**

Let positive charge sit on the surface of a cold, lightly doped semiconductor, and let the conduction electrons screen it. Write μ(z) for the Fermi level minus the local conduction-band minimum (CBM), with z pointing into the crystal. A local parabolic electron gas has density n = A μ^(3/2), where A depends on the mass alone. With K = e²/ε, ε being the permittivity of the crystal, Poisson's equation reads

μ″ = K A μ^(3/2).

The constants K and A enter only as the product KA. The surface slope of μ is K N_sc in magnitude, where N_sc is the number of screening electrons per area. This slope can therefore depend on KA and on the surface value μ_s, and on nothing else. In electronvolts and nanometres, KA has the unit eV^(−1/2) nm^(−2) and the slope has the unit eV nm^(−1). Lengths match only if KA appears to the power 1/2, and energies then require μ_s to the power 5/4:

K N_sc = C (KA)^(1/2) μ_s^(5/4), so N_sc = C (A/K)^(1/2) μ_s^(5/4).

Only the pure number C is left to calculate. The charge that the crystal can screen thus rises steadily with the surface Fermi level. The charge that the surface states can supply falls as that level rises, because more of them fill. The surface settles where the two are equal.

**What has to be true for accumulation**

The charge-neutrality level (CNL) divides the surface states into two kinds. States below it are donor-like: neutral when full, positive when empty. States above it are acceptor-like: neutral when empty, negative when full. In InAs the CNL lies above the CBM, by roughly 0.1 to 0.2 eV. That position is an input here and is not derived.

In short, a CNL above the CBM can leave donor-like states empty and positive, and their electrons then form the accumulation layer. Three qualifications apply.

First, the level to compare with the CNL is the bulk Fermi level. A CNL above the CBM is sure to lie above the bulk Fermi level only if the doping is light enough to keep that level below the CBM. Second, there must be enough surface states. Cleanliness does not ensure this: a well-cleaved (110) face of InAs has almost no states in the relevant energy range and stays near flat band. Other clean faces, and faces with steps or defects, can have many. Third, the donor-like states that empty are those near and above the Fermi level; deeper ones stay full and neutral.

**Charge held by the surface states**

Let D be the number of surface states per area and energy, taken as uniform over many kT on both sides of the CNL. Let Δ be the height of the CNL above the CBM at the surface. The CNL then lies above the surface Fermi level by δ = Δ − μ_s. Measure the state energy x from the CNL, so that the Fermi level is at x = −δ. A plain Fermi function is assumed for the occupation:

f(x) = 1/[1 + exp((x + δ)/kT)].

The density of empty donor-like states is

D ∫ from −∞ to 0 of (1 − f) dx = D kT ln(1 + e^(δ/kT)),

and that of full acceptor-like states is

D ∫ from 0 to ∞ of f dx = D kT ln(1 + e^(−δ/kT)).

Since 1 + e^a = e^a (1 + e^(−a)), the two logarithms differ by δ/kT. The net positive charge, in units of e per area, is therefore

N_ss = D(Δ − μ_s).   (1)

For uniform D this holds at any temperature, provided the states extend far enough for the integration limits to be harmless.

If D varies with energy, thermal smearing moves the point of zero charge away from the CNL. Let G(E) be the number of states per area from the bottom of the distribution up to E. Integration by parts gives ∫ D f dE = ∫ G (−df/dE) dE. Expand G about the Fermi level F. The weight −df/dE is even about F, so the linear term vanishes. With t = (E − F)/kT, its mean square width is

(kT)² ∫ t² e^t/(e^t + 1)² dt = (kT)² · 4(1 − 1/4 + 1/9 − …) = π²(kT)²/3,

where the series comes from expanding the integrand in powers of e^(−t) for t > 0 and doubling. Hence ∫ D f dE ≈ G(F) + (π²/6)(kT)² D′. Neutrality requires this to equal G at the CNL. With F measured from the CNL and small,

D F + (π²/6)(kT)² D′ = 0, so F = −(π²/6)(kT)² D′/D.

For a density that grows by a factor e every 0.3 eV at 300 K, the shift is −3.7 meV. It is small beside a CNL height of 150 meV.

**Charge screened by the crystal**

The electrostatic potential φ lowers the electron bands by eφ, so μ = eφ + constant. Let n and p be the electron and hole densities and N the net density of fully ionized donors. The charge density is e(N + p − n), and Poisson's equation φ″ = −e(N + p − n)/ε becomes

μ″ = K s(μ), with s = n − p − N.   (2)

There is no gate and no field outside. Gauss's law then gives an inward field eN_ss/ε just below the surface. The field is −φ′, so

μ′(0) = −K N_ss.   (3)

Positive surface charge makes μ fall into the crystal, which means that the bands bend down towards the surface.

Deep in the crystal μ = μ_b, where s = 0 and μ′ = 0. Multiply (2) by μ′. The left side is the derivative of μ′²/2, and the right side is K times the derivative of W(μ), where W is the integral of s from μ_b to μ. Integrating from the bulk outwards gives

μ′² = 2K W(μ).   (4)

Raising μ adds electrons and removes holes, so s increases with μ. It is positive above μ_b and negative below, which makes W positive on both sides. The slope then cannot vanish before the bulk value is reached, and μ(z) is monotonic. Define N_sc as the sheet density of s, the net number of screening electrons. Integrating (2) from the surface to the bulk, where μ′ = 0, gives K N_sc = −μ′(0). With (4) this becomes

N_sc(μ_s) = ±[2W(μ_s)/K]^(1/2),   (5)

with the plus sign for μ_s > μ_b and the minus sign for μ_s < μ_b. This function passes through zero at μ_b and increases throughout.

The constant C now follows. In the cold, lightly doped limit set μ_b ≈ 0 and s = A μ^(3/2). Then W = (2/5) A μ_s^(5/2), and

N_sc = [4A/(5K)]^(1/2) μ_s^(5/4),   (6)

so C = (4/5)^(1/2).

The same limit gives the shape of the layer. The slope is μ′ = −(4KA/5)^(1/2) μ^(5/4). Dividing by μ^(5/4) and integrating gives

μ(z) = μ_s/(1 + z/z₀)⁴, with z₀ = 4μ_s/(K N_sc).

The value of z₀ follows from matching the initial slope, −4μ_s/z₀ = −K N_sc. The profile has a sharp front and a long tail. The tail loses validity once μ falls to about kT or the donor charge matters.

**Why the sign follows the CNL**

Neutrality of the whole surface region requires

D(Δ − μ_s) = N_sc(μ_s).   (7)

The left side falls with μ_s and vanishes at Δ. The right side rises and vanishes at μ_b. They cross once, strictly between μ_b and Δ if these differ. The surface charge is therefore positive when Δ > μ_b and negative when Δ < μ_b. This result belongs to a local carrier gas with uniform D and no other surface charge.

Two limits show what the density of states does. For few states the bending v = μ_s − μ_b is small. Then s ≈ s′v, where s′ is the derivative of s at μ_b, so W = s′v²/2 and N_sc = v/(Kλ), with the screening length λ = (K s′)^(−1/2). Equation (7) becomes D(Δ − μ_b − v) = v/(Kλ), which gives

N_ss = D(Δ − μ_b)/(1 + KλD).

The charge is proportional to D when D is small, and the surface tends to flat band as D goes to zero. For many states, μ_s approaches Δ and the charge saturates at N_sc(Δ). The Fermi level is then pinned, and further states add almost nothing.

For μ_b < 0 < Δ there is also a threshold for bringing the surface Fermi level into the conduction band. Setting μ_s = 0 in (7) gives

D* = N_sc(0)/Δ.

Below D* the bands still bend down towards the surface, but the surface Fermi level stays under the CBM.

**How large the effect is**

Take n-type InAs at 300 K with rough typical parameters: electron mass 0.023 and hole mass 0.41 free-electron masses, gap 0.354 eV, relative permittivity 15.1, and 2 × 10¹⁶ cm⁻³ donors. Put the CNL 0.15 eV above the CBM and let D = 10¹³ cm⁻² eV⁻¹. Then K = 1.198 eV nm.

The bulk Fermi level lies 36 meV below the CBM. Solving (7) with full Fermi statistics puts the surface Fermi level 91.4 meV above it, a downward bending of 127 meV. The CNL remains 58.6 meV above the surface Fermi level, so (1) gives

N_ss = 10¹³ × 0.0586 = 5.9 × 10¹¹ cm⁻², or 0.094 µC/cm².

This is the difference between 6.12 × 10¹¹ cm⁻² empty donor-like states and 0.25 × 10¹¹ cm⁻² full acceptor-like states. The surface field is

K N_ss = 1.198 eV nm × 5.86 × 10⁻³ nm⁻² = 7.0 × 10⁻³ eV/nm,

which corresponds to 0.070 MV/cm.

The mean depth of the screening charge follows from Poisson's equation. Integrating z μ″ by parts from the surface to the bulk gives μ_s − μ_b, because z μ′ vanishes at both ends. The same integral equals K N_ss z_mean, so

μ_s − μ_b = K N_ss z_mean.   (8)

Here z_mean = 0.1274/0.00702 = 18 nm.

The cold formula (6) serves for a hand estimate. Inserted in (7), it gives μ_s = 95 meV and 5.5 × 10¹¹ cm⁻², which is 7% below the full result.

With everything else fixed, the density of states controls the charge as follows:

D = 10¹⁰ cm⁻² eV⁻¹: μ_s = −35 meV, N_ss = 1.9 × 10⁹ cm⁻²
D = 10¹¹: −29 meV, 1.8 × 10¹⁰
D = 10¹²: 9 meV, 1.4 × 10¹¹
D = 10¹³: 91 meV, 5.9 × 10¹¹
D = 10¹⁴: 141 meV, 9.4 × 10¹¹

The first two rows are nearly proportional to D, as the few-state limit requires. The last is close to the pinned value of 1.0 × 10¹² cm⁻². The threshold D* is 7.2 × 10¹¹ cm⁻² eV⁻¹, between the second and third rows. A surface with few states therefore stays near flat band although its CNL is just as high.

**Moving the CNL and the doping**

The cause can be isolated by moving the CNL while D and the doping stay fixed. With the CNL 0.20 eV below the CBM, the surface charge becomes −2.1 × 10¹¹ cm⁻² and the surface is depleted. With the CNL 0.01 eV below the CBM, the charge is still positive, +5.6 × 10¹⁰ cm⁻², because the bulk Fermi level is lower still. A CNL above the CBM is thus not necessary for weak accumulation. It is necessary, in this model and for light doping, for the surface Fermi level to enter the conduction band.

Nor is a CNL above the CBM sufficient. With 3 × 10¹⁸ cm⁻³ donors, the parabolic model puts the bulk Fermi level 328 meV above the CBM, well over the CNL at 150 meV. Electrons then fill acceptor-like states, and the surface charge is −9.1 × 10¹¹ cm⁻². The parabolic band exaggerates this. A Kane band, with E(1 + E/E_g) = ħ²k²/2m and E_g the gap, puts the bulk level at 201 meV and the charge at −3.1 × 10¹¹ cm⁻². The sign is the same, but the size is a third. Both charges are local-model values. With a hard wall and quantized electrons the charge is more negative, about −5.6 × 10¹¹ cm⁻² for the Kane band.

In the local model, the doping at which the sign reverses follows from μ_b = Δ. For the cold parabolic gas, A = (2m/ħ²)^(3/2)/(3π²) = 0.0158 nm⁻³ eV^(−3/2), and AΔ^(3/2) is about 9 × 10¹⁷ cm⁻³ at Δ = 0.15 eV. The Kane band multiplies this by (1 + Δ/E_g)^(3/2) = 1.7, which gives about 1.6 × 10¹⁸ cm⁻³. Quantization lowers the reversal doping, because a hard wall bends the bands down even without surface charge, and does so more strongly at high doping. At 300 K the reversal then lies between 5 and 7 × 10¹⁷ cm⁻³ for the parabolic band, and between 0.8 and 1.2 × 10¹⁸ cm⁻³ for the Kane band.

On p-type material the same surface states produce an inversion layer. With 10¹⁷ cm⁻³ acceptors, the surface Fermi level is 66 meV above the CBM and the surface charge is 8.4 × 10¹¹ cm⁻². In this local model, electrons balance only 1.6 × 10¹¹ cm⁻² of it. Ionized acceptors, left bare where the holes have been repelled, balance the rest. Quantization, discussed below for the n-type example, weakens the inversion layer much more strongly: with a hard wall and a parabolic band, the electron sheet is about 6 × 10¹⁰ cm⁻². At 3 × 10¹⁷ cm⁻³ acceptors it is only about 3 × 10⁹ cm⁻². A Kane band would raise these two values, by up to a factor of about two. For this D and CNL and with a hard wall, light p-type doping therefore leaves an electron layer, while heavier doping all but removes it. A larger D or a higher CNL keeps the layer to higher doping.

These cases were also solved directly from (2) and (3) on a 0.5 nm mesh, 400 nm deep, without using (4). In all six doping and CNL cases of the numerical output, the surface Fermi level agreed with (7) to within the test limit of 0.3 meV.

**What the simple model leaves out**

For the n-type example, quantization is the largest of the corrections computed here. In a parabolic band the electron density vanishes at a hard wall, so the layer is pushed inwards. In a Kane band the valence admixture leaves a small density at the wall, about a seventh of the peak value here, and the layer is still pushed inwards. A self-consistent Schrödinger–Poisson calculation with a parabolic band gives a mean depth of 24 nm instead of 18 nm. By (8), each electron then costs more bending. The surface Fermi level rises to 103 meV, closer to the CNL, and by (1) the charge drops to 4.7 × 10¹¹ cm⁻², 19% below the local result. Halving the mesh spacing changes this charge by 0.014%, and shortening the slab from 400 to 300 nm changes it by less than 0.001%.

The lowest subband lies 78 meV above the CBM at the surface, and the Fermi level is 24 meV above that subband. Since kT is 26 meV, the layer is not strongly degenerate at room temperature, although the Fermi level is far above the surface CBM.

The hard wall also bends the bands by 5.8 meV when there are no surface states at all, because it keeps electrons away from donors near the surface. In the quantized model the sign of the surface charge therefore changes when the CNL passes a level 5.8 meV above μ_b, rather than μ_b itself.

Nonparabolicity acts the other way. The Kane band holds more electrons at a given μ, and in the local model it raises the sheet charge by 12%, to 6.6 × 10¹¹ cm⁻². The two corrections largely cancel: a Kane band with a hard wall and quantized electrons gives about 5.4 × 10¹¹ cm⁻², roughly 8% below the local parabolic result. Cooling to 77 K, with gap, mass, CNL and D held fixed, lowers the local result by 9%. In a cold uniform gas, exchange lowers the energy of an electron at the Fermi level by K k_F/(4π²), with k_F = (3π²n)^(1/3). At the surface density of 4.8 × 10¹⁷ cm⁻³ this is about 7 meV, small beside the bending. The bending is 227 meV less than the gap, so the surface conduction band does not overlap the bulk valence band and there is no elastic interband tunnelling path between them.

**Comparison with real surfaces**

Electron layers on real InAs surfaces are commonly of order 10¹² cm⁻², as a rough figure. The example, at 5 to 7 × 10¹¹ cm⁻² depending on the treatment of the electrons, is at the low side of that. The least certain inputs are D and the CNL. Both depend on the face, its reconstruction and its defects, and a real D is not uniform. Moving the CNL from 0.10 to 0.20 eV at fixed D changes the local result from 3.9 to 7.9 × 10¹¹ cm⁻². Raising D tenfold at fixed CNL gives 9.4 × 10¹¹ cm⁻². These changes exceed the band-structure and quantization corrections. Adsorbates and oxides can add fixed charge, which enters (7) as an extra term on the left and can change even the sign.

**What to do about it**

If the electron layer is wanted, the surface should keep a high density of states near the CNL. For a low-resistance metal contact, the states that count are those of the finished metal–semiconductor interface, which can differ from those of the free surface. Beyond about 10¹⁴ cm⁻² eV⁻¹ little more is gained for these parameters, since the surface is already nearly pinned.

If the layer is a leakage path, the useful step is to reduce the density of states between the bulk Fermi level and the CNL. For the example's doping and CNL, D must fall below about 7 × 10¹¹ cm⁻² eV⁻¹ in the local model, or 5 × 10¹¹ with quantization, to bring the surface Fermi level under the CBM. These values are for a parabolic band; a Kane band raises them to about 9 × 10¹¹ and 7 × 10¹¹. It must fall to 10¹¹ cm⁻² eV⁻¹ to reduce the sheet to about 2 × 10¹⁰ cm⁻². This assumes that the treatment adds no fixed charge and leaves the CNL in place. An n-type crystal also conducts beneath the surface: at the example's doping, each 100 nm of depth holds 2 × 10¹¹ electrons per cm². Removing the layer therefore stops the leakage only where the material below is depleted or otherwise blocks the current.

A gate can also remove the layer, but the surface states resist it. Let the gate contribute a charge N_g, in units of e per area, to the left side of (7). At flat band N_sc = 0 and μ_s = μ_b, so

N_g = −D(Δ − μ_b) = −10¹³ × 0.186 = −1.9 × 10¹² cm⁻².

This is about three times the charge of the original layer. As the surface Fermi level falls, more donor-like states empty, and the gate must balance their charge as well. If the gate changes too fast for the states to respond, their charge stays at 5.9 × 10¹¹ cm⁻² and a gate charge of that size is enough. A fast gate sweep can therefore reach flat band with less gate charge than a slow one. The estimate applies to a gated interface that keeps the D and CNL of the free surface, which an added insulator may change.

Numbers as computed

```
gap 0.354 eV, electron mass 0.023, hole mass 0.41 m_e
relative permittivity 15.1, temperature 300 K, kT 25.85 meV
donors 2.0e+16 cm^-3, CNL 0.15 eV above CBM, D 1.0e+13 cm^-2 eV^-1
K = e^2/permittivity: 1.1984 eV nm
MAIN MODEL (local parabolic gas)
bulk Fermi level from CBM: -36.0 meV
surface Fermi level from CBM: 91.4 meV
downward bending: 127.4 meV
CNL above surface Fermi level: 58.6 meV
net positive surface charge: 5.862e+11 e/cm^2
  same in charge units: 0.0939 uC/cm^2
  empty donor-like states: 6.117e+11 cm^-2
  filled acceptor-like states: 2.548e+10 cm^-2
surface field: 0.0702 MV/cm
mean depth of screening charge: 18.14 nm
electron density at surface: 4.839e+17 cm^-3
threshold D for Fermi level at CBM: 7.217e+11 cm^-2 eV^-1
sheet density for pinning at CNL: 1.009e+12 cm^-2
cold hand estimate: level 95.4 meV, sheet 5.456e+11 cm^-2
uneven D (e-fold per 0.3 eV): neutral level shift -3.67 meV
VARY D: D (cm^-2 eV^-1), surface level (meV), sheet charge (e/cm^2)
  1e+10    -35.3  1.853e+09
  1e+11    -29.0  1.790e+10
  1e+12      8.7  1.413e+11
  1e+13     91.4  5.862e+11
  1e+14    140.6  9.370e+11
VARY CNL: CNL (eV), surface level (meV), sheet charge (e/cm^2)
  0.10     60.5  3.947e+11
  0.15     91.4  5.862e+11
  0.20    120.9  7.909e+11
CASES: doping cm^-3, CNL eV | bulk, surface level (meV) | charge (e/cm^2)
  n 2e16, CNL +0.15    |   -36.0    91.4 | +5.862e+11
  n 2e16, CNL -0.01    |   -36.0   -15.6 | +5.612e+10
  n 2e16, CNL -0.20    |   -36.0  -179.5 | -2.055e+11
  n 3e18, CNL +0.15    |   328.1   240.8 | -9.076e+11
  n 3e18, +0.15, Kane  |   201.3   181.0 | -3.098e+11
  p 1e17, CNL +0.15    |  -245.9    66.1 | +8.387e+11
electrons in the p-type inversion layer: 1.585e+11 cm^-2
NEGLECTED EFFECTS
Kane band: level 84.1 meV, sheet 6.595e+11 cm^-2 (+12.5 %)
77 K: level 96.7 meV, sheet 5.329e+11 cm^-2 (-9.1 %)
quantized: level 102.7 meV, sheet 4.728e+11 cm^-2 (-19.3 %)
  lowest subband above surface CBM: 78.4 meV
  Fermi level above lowest subband: 24.3 meV
  mean depth of screening charge: 24.26 nm
  sheet shift, mesh 0.5 to 0.25 nm: -0.014 %
  sheet shift, slab 400 to 300 nm: -0.0002 %
  bending by hard wall alone, D = 0: 5.76 meV
exchange lowering at surface density (cold formula): 7.4 meV
gap minus bending (no band overlap if positive): 226.6 meV
```
